\section*{Gradients and quasi-Newton steps in redundant internal coordinates, part 2}

The problem is to minimize the energy $E$ of a nonlinear $N$-atom molecule by quasi-Newton steps in $m$ internal coordinates $q(x)$, where $x$ holds the $3N$ Cartesians. $E$ is invariant under rigid motion, $q(x)$ is smooth, and $B_{ij}=\partial q_i/\partial x_j$ has constant rank $p=3N-6$. Units are Hartree atomic units and radians; norms are Euclidean. With $g_x=\partial E/\partial x$, $G=BB^T$, its Moore--Penrose inverse $G^-$ and $B^+=B^TG^-$,
\begin{align}
g&=G^-Bg_x, \qquad P=GG^-, \label{grad}\\
\Delta q&=-\left[PHP+\alpha(1-P)\right]^{-1}Pg, \label{step}\\
x&\leftarrow x+B^TG^-\left[q_0+\Delta q-q(x)\right]. \label{back}
\end{align}
Here $\alpha\neq0$ is arbitrary, and $H$ is the Hessian in the model $\mu(s)=g^Ts+\tfrac12s^THs$. Orthonormal bases $U$, $U_\perp$ of the ranges of $P$, $1-P$ define $h=U^THU$, $b=U^THU_\perp$, $d=U_\perp^THU_\perp$.

An explicit $\tilde E(q)$ has gradient $\tilde g$, with $g=P\tilde g$. Realizable $q$ obey $f_a(q)=0$; the gradients $\nabla f_a$ are the columns of $C$:
\begin{equation}
P=1-C(C^TC)^{-1}C^T. \label{PC}
\end{equation}
For one redundancy $f$, with second derivatives $f''$ and $n=\nabla f/|\nabla f|$, $P=1-nn^T$ and
\begin{equation}
\Delta q=-H^{-1}(g+\lambda n),\qquad \lambda=-\frac{n^TH^{-1}g}{n^TH^{-1}n}. \label{lag}
\end{equation}

Rigid displacement fields $\xi$ and invariant functions $\phi$ obey
\begin{equation}
\nabla\phi\cdot\xi=0,\qquad (\nabla\nabla\phi)\,\xi=-(\partial\xi/\partial x)^T\nabla\phi. \label{rigid}
\end{equation}
Define $K(w)_{jk}=\sum_iw_i\,\partial^2q_i/\partial x_j\partial x_k$; for one redundancy $K(\nabla f)=-B^Tf''B$.

Let $\Phi$ be the map \eqref{back}, $q_t=q_0+\Delta q$, $\rho=q_t-q(x)$, $A=B^TB$ (Moore--Penrose inverse $A^+$) and $\Pi=B^+B$. At the fixed point, the first relation holding for one redundancy,
\begin{equation}
n^T\rho=\frac{\Delta q^Tf''\Delta q}{2|\nabla f|}+O(|\Delta q|^3), \label{res}
\end{equation}
\begin{equation}
\frac{\partial\Phi}{\partial x}=1+A^+\left[K(\rho)-A\right]=(1-\Pi)+A^+K(\rho). \label{jac}
\end{equation}
The linear convergence rate is the spectral radius of $A^+K(\rho)$. Targets $q_0+tv$ with $v=Pv$ have fixed points $x(t)$, giving the path $c(t)=q(x(t))$ with (dots are $t$ derivatives, taken at $t=0$)
\begin{equation}
\dot c(0)=v,\qquad B^T\ddot c(0)=0. \label{path}
\end{equation}

The subset gradient replaces $G^-$ in \eqref{grad} by $S(S^TGS)^{-1}S^T$, where the unit columns of $S$ select $p$ independent coordinates. The weighted form uses $G_u=BuB^T$, with $u$ positive definite, and $g=G_u^-Bug_x$; the rescaled form uses $q'=Wq$, with $W$ positive diagonal.

\subsection{The Hessian behind the update}

Let $H_x$ be the Cartesian Hessian and define
\begin{equation}
H_q=B^{+T}\left[H_x-K(g)\right]B^+. \label{Hq}
\end{equation}
The bracket annihilates rigid fields: \eqref{rigid} gives $H_x\xi=-(\partial\xi/\partial x)^Tg_x$ and $K(g)\xi=-(\partial\xi/\partial x)^TB^Tg$, which are equal. Since $B\dot x=v$, $\dot x$ differs from $B^+v$ by a rigid field, which can be dropped next to the bracket.

Along the path, $\dot E=g_x^T\dot x=g^TB\dot x=g^Tv$ at $t=0$, and $\ddot E=\dot x^TH_x\dot x+g^TB\ddot x$. The chain rule gives $\ddot c_i=(B\ddot x)_i+\dot x^T(\nabla\nabla q_i)\dot x$. Contracting with $g$, which lies in the range of $B$ and is orthogonal to $\ddot c$ by \eqref{path}, gives $g^TB\ddot x=-\dot x^TK(g)\dot x$. Hence
\begin{equation}
\dot E=g^Tv,\qquad \ddot E=\dot x^T[H_x-K(g)]\dot x=v^TH_qv .
\end{equation}
The model $\mu$ with $H=H_q$ is thus the second-order expansion of the energy at the back-transformed geometry. For an explicit $\tilde E(q)$ with second derivatives $\tilde H$, differentiating $g_x=B^T\tilde g$ gives $H_x=B^T\tilde HB+K(\tilde g)$; with $BB^+=P$ and $K$ linear in its argument,
\begin{equation}
H_q=P\tilde HP+B^{+T}K\big((1-P)\tilde g\big)B^+ .
\end{equation}
The last term comes from the curvature of the realizable surface. For one redundancy, $K(\nabla f)=-B^Tf''B$ turns it into $-(n^T\tilde g)Pf''P/|\nabla f|$. It survives at a minimum if $\tilde g\neq0$ and $Pf''P\neq0$ there, and it vanishes for a linear relation such as the three angles of a triangle summing to $\pi$.

Differentiating $B^Tg=g_x$ along the path gives $K(g)\dot x+B^T\dot g=H_x\dot x$. Multiplying by $B^{+T}$, with $B^{+T}B^T=P$, gives the tangential part; differentiating $\nabla f(c)^Tg=0$ gives the normal part for one redundancy:
\begin{equation}
P\dot g=H_qv,\qquad n^T\dot g=-\frac{g^Tf''v}{|\nabla f|}. \label{sec}
\end{equation}
With the realized $s=q_{k+1}-q_k$ and $y=g_{k+1}-g_k$, it follows that $Py=H_qs+O(|s|^2)$, while $(1-P)s=O(|s|^2)$ and $(1-P)y=O(|g_k||s|)+O(|s|^2)$. The BFGS update is
\begin{equation}
H_+=H-\frac{Hss^TH}{s^THs}+\frac{yy^T}{y^Ts}.
\end{equation}
It gives $H_+s=y$, hence $PH_+s=H_qs+O(|s|^2)$: the updated matrix matches $H_q$ along the latest step, but not necessarily in other directions. If $Ps=s$ and $Py=y$, then $PHs=(PHP)s$ and $s^THs=s^T(PHP)s$, so $PH_+P$ equals the update of $PHP$, and the blocks $b$ and $d$ do not affect it. These conditions hold only to the orders stated. Because $P$ changes with geometry, the projection in \eqref{step} is redone with the current $P$. The matrix stored and updated here is the unprojected $H$. The $\alpha$ term is left out of it, since $\alpha(1-P)$ with an old $P$ would add artificial stiffness to displacements that are realizable at the new geometry. The update is applied only if $y^Ts>0$. It then keeps $H$ positive definite: the first two terms give $a^THa-(a^THs)^2/s^THs\ge0$ by the Cauchy--Schwarz inequality, with equality only for $a\parallel s$, where the last term is positive. A positive definite $H$ makes $h=U^THU$ positive definite for every $U$.

\subsection{Worked example}

Take a model bent triatomic A--B--C with $q=(r_1,r_2,r_3,\theta)$: the bonds AB and CB, the distance AC and the angle at B. Here $m=4$, $p=3$, and the redundancy is the law of cosines, $f=r_3^2-r_1^2-r_2^2+2r_1r_2\cos\theta$. The energy is
\begin{equation}
\tilde E=\sum_{i=1,2}D\left(1-e^{-a(r_i-r_0)}\right)^2+A_0e^{-r_3/\ell}+\tfrac12k(\theta-\theta_0)^2
\end{equation}
with $D=0.15$ Eh, $a=1$ bohr$^{-1}$, $r_0=2$ bohr, $A_0=1$ Eh, $\ell=0.8$ bohr (\texttt{A} and \texttt{rho} in the output), $k=0.15$ Eh/rad$^2$ and $\theta_0=1.75$ rad. Components of $q$ are in bohr and rad, of gradients in Eh/bohr and Eh/rad. The start is $q_0=(2.2,\,1.9,\,2.948577,\,1.6)$, and $H_0=\mathrm{diag}(0.3,0.3,0.05,0.15)$. Six decimals are carried so that the arithmetic can be followed.

The eigenvalues of $G$ are $0$, $1.952083$, $2.029128$ and $3$, so the rank is unambiguous. The value 3 is exact for any triangle: for $w=(r_1,r_2,r_3,0)$, $B^Tw$ at atom A is $(X_A-X_B)+(X_A-X_C)=3(X_A-\bar X)$ with $\bar X$ the centroid, and likewise at B and C. This is three times a unit dilation, which $B$ maps to $3w$.

The constraint gradient is $\nabla f=(-2r_1+2r_2\cos\theta,\,-2r_2+2r_1\cos\theta,\,2r_3,\,-2r_1r_2\sin\theta)=(-4.510958,-3.928478,5.897155,-8.356435)$ with norm $11.848550$, so
\begin{align}
n&=(-0.380718,-0.331558,\,0.497711,-0.705271),\\
\tilde g&=(0.044523,-0.034870,-0.031349,-0.022500),\\
g&=(0.042573,-0.036568,-0.028799,-0.026114),
\end{align}
where $g$ comes from \eqref{grad} with a finite-difference $g_x$. The projector agrees with $1-nn^T$, for instance $P_{11}=1-0.380718^2=0.855054$. The overlap is $n^T\tilde g=-0.016951+0.011561-0.015603+0.015869=-0.005124$, and $(P\tilde g)_1=0.044523-(-0.005124)(-0.380718)=0.04257=g_1$. Atom A lies on the $x$ axis, where $\partial r_1/\partial x_A=1$, $\partial r_3/\partial x_A=0.764938$ and the other two entries vanish, so $(B^Tg)_{x_A}=0.042573-0.764938\times0.028799=0.02054$, the Cartesian component. The block inverse that drops $r_3$ gives $(0.020543,-0.055753,0,-0.066922)$. The norms are $0.068271$ for $g$, $0.068463$ for $\tilde g$ and $0.089493$ for the subset gradient. An added energy term with gradient $0.01$ Eh/bohr along $y_A$ leaves a residual $|g_x-B^Tg|=0.0085$ Eh/bohr, and the incomplete set $(r_1,r_2)$ leaves $0.0574$ Eh/bohr.

The unprojected step $-H_0^{-1}g=(-0.141909,0.121894,0.575975,0.174090)$ has the normal component $0.177501$. In \eqref{lag}, $n^TH_0^{-1}n=0.48315+0.36644+4.95432+3.31605=9.11996$ and $\lambda=0.177501/9.11996=0.019463$, so that $\Delta q_3=-(-0.028799+0.019463\times0.497711)/0.05=0.38224$. The steps are
\begin{align}
\Delta q&=(-0.117209,\,0.143405,\,0.382237,\,0.265601),\\
-PH_0^{-1}g&=(-0.074331,\,0.180746,\,0.487631,\,0.299276),
\end{align}
with $n^T\Delta q=0.044624-0.047547+0.190244-0.187321=0$ and model energies $-0.014089$ and $-0.013241$ Eh. The true change after the first step is $0.0180686-0.0333545=-0.0152859$ Eh.

The target $(2.082791,2.043405,3.330815,1.865601)$ is back-transformed to $(2.086239,2.046818,3.326552,1.870828)$, with $|\rho|=0.008309$. The estimate \eqref{res} gives $0.006087$, which is 27\% below the actual residual. This step has length $0.50$, and the difference is the neglected higher-order part: for the step scaled by $10^{-3}$, \eqref{res} is tested to hold within 1\%. The Cartesian corrections are $3.38\times10^{-1}$, $2.09\times10^{-2}$, $9.19\times10^{-5}$, $2.69\times10^{-7}$, $9.93\times10^{-10}$ and $3.66\times10^{-12}$ bohr. The last two ratios are both $3.7\times10^{-3}$, matching the spectral radius $3.685\times10^{-3}$ from \eqref{jac}.

Along $v=\Delta q/|\Delta q|$, finite differences on the back-transformed path give $\dot E=-0.056248$ and $\ddot E=0.106685$, equal to $g^Tv$ and $v^TH_qv$. Omitting $K(g)$ gives $0.101577$, 4.8\% below $\ddot E$. The value $v^T\tilde Hv=0.106436$ is 0.23\% below it; the missing term is proportional to $n^T\tilde g$. The normal drift in \eqref{sec} is $n^T\dot g=-0.000129$.

Projected BFGS with full steps lowers $|g|$ from $6.83\times10^{-2}$ to $4.29\times10^{-9}$ in seven steps. The reduction per step is uneven, for example from $1.61\times10^{-5}$ to $4.24\times10^{-6}$ and then to $1.25\times10^{-7}$. The minimum is $q=(2.056217,2.056217,3.347153,1.901703)$, that is $r_1=r_2=1.088$ \AA\ and $\theta=109.0^\circ$, and the energy has fallen by $0.0155$ Eh ($0.42$ eV). There $\tilde g=(0.015503,0.015503,-0.019048,0.022755)$ is not zero: stretched bonds and an opened angle balance the A--C repulsion. It equals $-0.036896\,n$ with the local $n=(-0.420186,-0.420186,0.516255,-0.616740)$, so $P\tilde g=0$ and \eqref{step} vanishes, whereas $-H_0^{-1}\tilde g$ would be a spurious step of length $0.42$.

The numerical check also tests \eqref{grad}, \eqref{step}, \eqref{PC}, the weighted and rescaled forms and the projected update on a five-atom case with 16 coordinates and 7 redundancies.

\section*{Computed values}
\begin{verbatim}
D=0.15 Eh a=1.0 1/bohr r0=2.0 bohr A=1.0 Eh rho=0.8 bohr k=0.15 Eh/rad^2 theta0=1.75 rad
order of q: r1 r2 r3 [bohr], theta [rad]; gradients Eh/bohr, Eh/rad
H0 diagonal [Eh/bohr^2, Eh/rad^2]: 0.30 0.30 0.05 0.15
q0: 2.200000 1.900000 2.948577 1.600000
x0 (xA yA xB yB xC yC) [bohr]: 2.200000 0.000000 0.000000 0.000000 -0.055479 1.899190
B row 1 (xA yA xB yB xC yC): 1.000000 0.000000 -1.000000 -0.000000 0.000000 0.000000
B row 2 (xA yA xB yB xC yC): 0.000000 0.000000 0.029200 -0.999574 -0.029200 0.999574
B row 3 (xA yA xB yB xC yC): 0.764938 -0.644104 0.000000 0.000000 -0.764938 0.644104
B row 4 (xA yA xB yB xC yC): 0.000000 -0.454545 0.526091 0.469914 -0.526091 -0.015368
G row 1: 2.000000 -0.029200 0.764938 -0.526091
G row 2: -0.029200 2.000000 0.666165 -0.454352
G row 3: 0.764938 0.666165 2.000000 0.685303
G row 4: -0.526091 -0.454352 0.685303 0.981211
G eigenvalues: 0.000000 1.952083 2.029128 3.000000
grad f: -4.510958 -3.928478 5.897155 -8.356435
|grad f|: 11.848550
n: -0.380718 -0.331558 0.497711 -0.705271
P row 1: 0.855054 -0.126230 0.189488 -0.268509
P row 2: -0.126230 0.890069 0.165020 -0.233838
P row 3: 0.189488 0.165020 0.752284 0.351021
P row 4: -0.268509 -0.233838 0.351021 0.502593
g_x (xA yA xB yB xC yC) [Eh/bohr]: 0.020543 0.030419 -0.057378 0.024282 0.036835 -0.054701
B g_x: 0.077922 -0.081700 -0.067288 -0.051141
gt: 0.044523 -0.034870 -0.031349 -0.022500
n.gt: -0.005124
g = Gm B g_x: 0.042573 -0.036568 -0.028799 -0.026114
g subset (r3 dropped): 0.020543 -0.055753 0.000000 -0.066922
norms |g| |gt| |g subset|: 0.068271 0.068463 0.089493
residual |g_x-B^T g| field, incomplete [Eh/bohr]: 0.008481 0.057415
projected step dq: -0.117209 0.143405 0.382237 0.265601
-H0^-1 g: -0.141909 0.121894 0.575975 0.174090
n.(-H0^-1 g): 0.177501
-P H0^-1 g: -0.074331 0.180746 0.487631 0.299276
model dE, dq and -P H0^-1 g [Eh]: -0.014089 -0.013241
target q0+dq: 2.082791 2.043405 3.330815 1.865601
realized q1: 2.086239 2.046818 3.326552 1.870828
|q_t-q1|, second-order estimate: 0.008309 0.006087
back-transformation |dx| [bohr]: 3.38e-01 2.09e-02 9.19e-05 2.69e-07 9.93e-10 3.66e-12
linear rate (spectral radius): 3.685e-03
along v=dq/|dq|: dE/dt path, g.v: -0.056248 -0.056248
d2E/dt2 path, v.Hq.v, without K, v.Ht.v: 0.106685 0.106685 0.101577 0.106436
n.dg/dt along v: -0.000129
it 0 E=0.033354490 Eh |g|=6.83e-02 | it 1 E=0.018068636 Eh |g|=9.23e-03
it 2 E=0.017865023 Eh |g|=1.14e-03 | it 3 E=0.017860938 Eh |g|=1.37e-04
it 4 E=0.017860874 Eh |g|=1.61e-05 | it 5 E=0.017860873 Eh |g|=4.24e-06
it 6 E=0.017860873 Eh |g|=1.25e-07 | it 7 E=0.017860873 Eh |g|=4.29e-09
q at minimum: 2.056217 2.056217 3.347153 1.901703
gt at minimum: 0.015503 0.015503 -0.019048 0.022755
n at minimum: -0.420186 -0.420186 0.516255 -0.616740
n.gt at minimum, |H0^-1 gt|: -0.036896 0.416514
minimum: r1=1.08810 angstrom theta=108.960 deg
energy lowering 0.015494 Eh = 0.4216 eV
\end{verbatim}
